# Why tunnelling recombination of isolated electron–cation pairs decays nearly as 1/t, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one pair to a smooth distribution

### A number to explain

A cold polymer film has received a short, weak electron exposure. In a simple model of the trapped electrons it leaves behind, the recombination rate per initial pair is $1.61\times10^{4}\ \mathrm{s^{-1}}$ one microsecond later and $2.47\times10^{-5}\ \mathrm{s^{-1}}$ after a thousand seconds. The rate has dropped by a factor of $6.5\times10^8$. Multiply each rate by its time, however, and the results are 0.0161 and 0.0247. At the two times between them, 1 ms and 1 s, the products are 0.0239 and 0.0269. Over nine decades the product of rate and time stays within a factor of 1.7.

No individual pair behaves like this. Each has a fixed probability of recombining per unit time, so a set of identical pairs would decay exponentially. The near-constancy of rate times time must come from the differences between pairs.

### One separation

Take one electron in a trap and one cation at distance $r$. Both are immobile, and no other cation is close enough to compete. The electron can reach the cation by tunnelling, after which the recombination is irreversible. The model assigns the pair a probability per unit time

$$k(r)=\nu e^{-2r/a}. \qquad (1)$$

Here $\nu$ is a prefactor with the dimension of a rate, and $a$ is the decay length of the wave *amplitude*. The factor 2 in the exponent belongs to this convention. It can be traced in a one-dimensional case.

In a barrier whose top lies an energy $E$ above the electron level, the Schrödinger equation is $(\hbar^2/2m)\psi''=E\psi$. Its solutions are $e^{\pm\kappa x}$ with $\kappa=\sqrt{2mE}/\hbar$, and we set $a=1/\kappa$. Now place two identical square wells of width $w$ with their centres a distance $r$ apart, so that the barrier between them has width $d=r-w$. With the origin at the midpoint, the barrier function is $\cosh\kappa x$ for an even state and $\sinh\kappa x$ for an odd one. At the inner wall $x=d/2$ their logarithmic derivatives are

$$\kappa\tanh\frac{\kappa d}{2}\simeq\kappa(1-2e^{-\kappa d}),\qquad
\kappa\coth\frac{\kappa d}{2}\simeq\kappa(1+2e^{-\kappa d}).$$

An isolated well would require the value $\kappa$. The bound energy is a smooth function of the logarithmic derivative imposed at the wall, so to leading order the two levels shift by opposite amounts proportional to $e^{-\kappa d}$. Half their splitting is the coupling $V$ between the wells. Since $e^{-\kappa d}=e^{\kappa w}e^{-\kappa r}$, we have $V=V_0e^{-r/a}$, with $V_0$ independent of $r$.

For weak coupling to a broad set of final states, the golden rule gives the transition rate

$$k=\frac{2\pi}{\hbar}|V|^2F=\frac{2\pi}{\hbar}|V_0|^2F\,e^{-2r/a}.$$

The factor $F$ is the density of final states weighted by their vibrational overlap with the initial state. If $F$ does not depend on $r$, this is equation (1), with $\nu=2\pi|V_0|^2F/\hbar$. The 2 comes from squaring the coupling.

The example uses a trap depth $E=1$ eV and the free-electron mass. In Rydberg units $\hbar=1$ and $2m=1$, so $a=1/\sqrt E$ in bohr. With 1 Ry = 13.606 eV,

$$a=\sqrt{13.606}=3.689\ \text{bohr}=0.1952\ \text{nm}.$$

As a test, two wells of width 0.5 nm with a level near 1 eV below the barrier top were diagonalized on a grid at centre distances of 1.5 and 2.0 nm. The logarithm of the squared splitting fell at $10.246\ \mathrm{nm^{-1}}$, which agrees with $2/a=10.246\ \mathrm{nm^{-1}}$ to the digits shown.

For $N_0$ pairs with the same separation, $dN/dt=-kN$ gives

$$N=N_0e^{-kt},\qquad -\frac{dN}{dt}=N_0ke^{-kt}.$$

With $\nu=10^{13}\ \mathrm{s^{-1}}$, a separation of 3 nm gives $2r/a=30.7$ and $k\simeq0.45\ \mathrm{s^{-1}}$. At 2 nm the exponent is 20.5 and $k\simeq1.3\times10^4\ \mathrm{s^{-1}}$. One nanometre has changed the lifetime by a factor of about $3\times10^4$. A modest spread of distances therefore gives an enormous spread of lifetimes.

### A flat distribution between two distances

The simplest spread is uniform. Let the separation lie between $r_1$ and $r_2$ with constant probability density $1/L$, where $L=r_2-r_1$. Each group of pairs with a given separation decays on its own, so the total rate is the average

$$-\frac{dN}{dt}=\frac{N_0}{L}\int_{r_1}^{r_2}k(r)e^{-k(r)t}\,dr. \qquad (2)$$

At fixed $t$, use the dimensionless variable $u=k(r)t$. Taking the logarithm and differentiating,

$$\ln u=\ln(\nu t)-\frac{2r}{a},\qquad \frac{du}{u}=-\frac{2}{a}\,dr,\qquad dr=-\frac a2\frac{du}{u}.$$

Since $k=u/t$, the product $k\,dr$ becomes $-(a/2t)\,du$: the factor $u$ cancels. Define the lifetimes at the two edges, $t_i=e^{2r_i/a}/\nu$. The limits of integration are then $u_i=t/t_i$, with $u_2<u_1$. The minus sign reverses the limits, and

$$-\frac{dN}{dt}=\frac{N_0a}{2Lt}\int_{t/t_2}^{t/t_1}e^{-u}du
=\frac{N_0a}{2Lt}\left(e^{-t/t_2}-e^{-t/t_1}\right). \qquad (3)$$

No approximation has been made after equation (2). When $t_1\ll t\ll t_2$, the bracket is close to 1, and the rate is $N_0a/(2Lt)$.

The limits show what the two edges do:

- For $t\ll t_1$, the bracket is approximately $t(1/t_1-1/t_2)$. The time cancels, and the rate is a constant equal to $N_0$ times the mean of $k$. Even the closest pairs have not yet had time to disappear, so there is no divergence at $t=0$.
- For $t\gg t_2$, the surviving term is $e^{-t/t_2}$. The farthest pairs are disappearing and there are no slower ones to replace them.
- For a very narrow box of width $\delta$, we have $u_2\simeq u_1(1-2\delta/a)$, so the bracket becomes $(2\delta/a)u_1e^{-u_1}$. With $L=\delta$, the rate returns to $N_0ke^{-kt}$, the result for one separation.

For $r_1=1.5$ nm and $r_2=4.0$ nm, the two cut-off times are $4.73\times10^{-7}$ s and $6.31\times10^4$ s. Equation (3) was tested against direct numerical integration of (2) at half the first time, at 1 s, and at twice the second time. The relative differences were below $10^{-6}$. A box only 2.5 nm wide thus gives about eleven decades of time between its cut-offs.

The physical reason is contained in the lifetime $\tau=1/k$:

$$\ln\tau=\frac{2r}{a}-\ln\nu.$$

It is linear in $r$. A uniform distribution of distances is therefore a uniform distribution of *logarithmic* lifetimes. Equal fractions of pairs disappear in equal intervals of $\ln t$, and a constant number per unit $\ln t$ is a rate proportional to $1/t$.

### A general density

Now let the separation have probability density $p(r)$, normalized by $\int_0^\infty p\,dr=1$. In three dimensions the shell factor $4\pi r^2$ is included in $p$. The same averaging gives

$$N=N_0\int_0^\infty p(r)e^{-k(r)t}dr,\qquad
-\frac{dN}{dt}=N_0\int_0^\infty p(r)k(r)e^{-k(r)t}dr. \qquad (4)$$

The change of variable is as before, with $r=(a/2)\ln(\nu t/u)$. The limit $r=0$ becomes $u=\nu t$, and $r\to\infty$ becomes $u=0$. Hence

$$-\frac{dN}{dt}=N_0\frac{a}{2t}\int_0^{\nu t}
p\!\left(\frac a2\ln\frac{\nu t}{u}\right)e^{-u}\,du. \qquad (5)$$

The factor $1/t$ stands in front before any assumption about $p$. The remaining integral is an average of $p$ with weight $e^{-u}$. It depends on time because $\ln(\nu t)$ appears inside $p$. If $p$ changes little as this logarithm advances, the total rate is close to $1/t$.

To find the distance at which $p$ is sampled, we need the mean and variance of $\ln u$ under the weight $e^{-u}$ on $0<u<\infty$. They follow from

$$\int_0^\infty u^\epsilon e^{-u}du=\Gamma(1+\epsilon).$$

The left side is the average of $e^{\epsilon\ln u}$. Its logarithm therefore has the expansion $\epsilon\langle\ln u\rangle+\tfrac12\epsilon^2\operatorname{var}(\ln u)+\dots$.

To expand the right side, replace $e^{-u}$ by $(1-u/n)^n$ on $0<u<n$ and let $n\to\infty$. Repeated integration by parts gives

$$\int_0^n\left(1-\frac un\right)^n u^\epsilon du
=\frac{n!\,n^{1+\epsilon}}{(1+\epsilon)(2+\epsilon)\cdots(n+1+\epsilon)}.$$

The last factor in the denominator combines with one power of $n$ to give 1 in the limit. Dividing the other $n$ factors by $n!$ leaves

$$\ln\Gamma(1+\epsilon)=\lim_{n\to\infty}\left[\epsilon\ln n-\sum_{j=1}^n\ln\left(1+\frac{\epsilon}{j}\right)\right].$$

Use $\ln(1+\epsilon/j)=\epsilon/j-\epsilon^2/(2j^2)+\dots$. Euler's constant is $\gamma=\lim(\sum_{j=1}^n1/j-\ln n)=0.5772$, and $\sum_j1/j^2=\pi^2/6$. Therefore

$$\ln\Gamma(1+\epsilon)=-\gamma\epsilon+\frac{\pi^2}{12}\epsilon^2+\dots,$$

and comparison of the two expansions gives

$$\langle\ln u\rangle=-\gamma,\qquad \operatorname{var}(\ln u)=\frac{\pi^2}{6}. \qquad (6)$$

Numerical quadrature of both averages agreed with these values within $10^{-7}$.

### The front and its error

Equation (6) suggests the definition

$$R(t)=\frac a2\left[\ln(\nu t)+\gamma\right]. \qquad (7)$$

Let $x=\ln u+\gamma$, whose mean is zero. The argument of $p$ in (5) is then

$$r=\frac a2[\ln(\nu t)-\ln u]=R-\frac a2x.$$

Expand $p$ about $R$:

$$p\left(R-\frac a2x\right)=p(R)-\frac a2x\,p'(R)+\frac{a^2}{8}x^2p''(R)+\dots .$$

The average of the second term vanishes because $R$ contains $\gamma$. The average of $x^2$ is $\pi^2/6$, and so, for $\nu t\gg1$,

$$-\frac{dN}{dt}=N_0\frac a{2t}\left[p(R)+\frac{\pi^2a^2}{48}p''(R)+\dots\right]. \qquad (8)$$

A bound follows without summing the series. Continue $p$ smoothly to negative $r$, and suppose that $|p''|\le M$ everywhere. Taylor's theorem limits the part of $p(R-ax/2)$ beyond the linear term to $Ma^2x^2/8$. After averaging, the error of using $p(R)$ as the bracket in (8) is at most

$$\frac{\pi^2a^2}{48}M, \qquad (9)$$

apart from the extension of the integral from $\nu t$ to infinity. That part is at most $e^{-\nu t}$ times the largest value of the continued $|p|$ at negative $r$. At 1 µs, $\nu t$ is already $10^7$.

The distance $R$ is a recombination front with a finite width. At $r=R$, equation (7) gives $kt=e^{-\gamma}=0.561$, so a pair there has survived with probability $e^{-0.561}=0.57$. A quarter of a nanometre closer, $kt$ is about 7.3 and survival is below 0.1 percent. A quarter of a nanometre farther out, survival is about 96 percent. The standard deviation of the sampled distance is $(a/2)\pi/\sqrt6=0.125$ nm. "Slowly varying" means that $p$ changes little over this narrow zone. It need not be constant over the whole range of separations.

## Second half: the example, its limits and real films

### Symbols and results carried forward

The separation of a pair is $r$, its probability density is $p(r)$, and its recombination rate is $k=\nu e^{-2r/a}$. The amplitude decay length is $a=0.1952$ nm, and $\nu=10^{13}\ \mathrm{s^{-1}}$. At time $t$ the front is at $R=(a/2)[\ln(\nu t)+\gamma]$, with $\gamma=0.5772$. For $N_0$ initial pairs and smooth $p$, the leading rate is $N_0(a/2t)p(R)$. Its first correction adds $(\pi^2a^2/48)p''(R)$ to $p(R)$. These results assume isolated, immobile pairs created in a time short compared with $t$.

### A distribution with a maximum

Suppose that the vector from cation to electron has an isotropic Gaussian density $(\pi b^2)^{-3/2}e^{-r^2/b^2}$. Multiplication by $4\pi r^2$ gives

$$p(r)=\frac{4r^2}{\sqrt\pi\,b^3}e^{-r^2/b^2},\qquad
\frac{p'}{p}=\frac2r-\frac{2r}{b^2}. \qquad (10)$$

The maximum is at $r=b$, taken as 3 nm. At 1 s, $\ln(10^{13})=29.93$, and the front is at

$$R=0.0976\,(29.93+0.577)=2.98\ \text{nm}.$$

There $p(R)=0.2767\ \mathrm{nm^{-1}}$, so the leading rate per initial pair is $0.0976\times0.2767=0.0270\ \mathrm{s^{-1}}$. Direct integration of the definition gives $0.0269\ \mathrm{s^{-1}}$.

The small difference has a calculable origin. Differentiating (10) once more, with $y=r^2/b^2$,

$$p''=\frac{4}{\sqrt\pi b^3}e^{-y}(2-10y+4y^2).$$

At this front $p''=-0.124\ \mathrm{nm^{-3}}$. Multiplication by $\pi^2a^2/48=0.00783\ \mathrm{nm^2}$ gives $-9.7\times10^{-4}\ \mathrm{nm^{-1}}$. The error of $p(R)$ found by direct integration has magnitude $9.5\times10^{-4}\ \mathrm{nm^{-1}}$. Including the correction reduces it to $2.1\times10^{-5}\ \mathrm{nm^{-1}}$.

The largest $|p''|$ is at $r=0$. To see this, differentiate $e^{-y}(2-10y+4y^2)$: the stationary points satisfy $4y^2-18y+12=0$, or $y=0.81$ and 3.69. The function is about $-1.55$ and $0.49$ there, against 2 at $y=0$. Hence $M=8/(\sqrt\pi b^3)$, and the error bound is $0.0013\ \mathrm{nm^{-1}}$. The direct integrals respected it at all four times from 1 µs to 1000 s.

For a smooth distribution of separations, the total recombination rate is close to $N_0(a/2t)p(R)$, and the Gaussian example confirms both this formula and its error bound. What remains is to find the local exponent and the surviving fraction, and to see how steep distributions, other tunnelling laws and the conditions in real films limit the result.

All numerical values are calculated from the stated model.
